# Isoelectric temperature of a divalent-doped alkali halide

## Problem

An alkali halide crystal contains a small site fraction $c$ of divalent cations on its cation sublattice. Relative to the perfect lattice each dopant carries charge $+e$, and an empty cation site carries $-e$. Moving a cation from the bulk to the surface, where the electric potential is taken as zero, costs the formation energy $g$. The surface is an unlimited source and sink of vacancies.

Assume that the dopants are uniformly distributed and not bound to vacancies. Neglect the formation entropy and anion vacancies, and treat the charges in the mean field. The isoelectric temperature $T_{\rm iso}$ is the temperature at which the surface carries no net charge and the space-charge layer beneath it disappears.

1. Find the equilibrium site fraction $n$ of cation vacancies where the potential is $\phi$.
2. Find the potential $\phi_b$ deep in the crystal, and from it $T_{\rm iso}$. Evaluate $T_{\rm iso}$ for $g=0.65$ eV and $c=0.00001$.
3. Show that the uncharged state is the sole equilibrium at $T_{\rm iso}$. Find the signs of the charges on either side, and the surface charge at 500 K and 800 K.
4. Estimate how far the neglected effects move $T_{\rm iso}$.

For parts 3 and 4 use rough values for sodium chloride: cubic lattice parameter 0.56 nm, relative permittivity 6, anion vacancy formation energy 1.75 eV, dopant–vacancy binding energy 0.40 eV, and vacancy formation entropy $2k$.

## Solution

### 1. Vacancies in a potential

Let the crystal fill $x>0$, with $N$ cation sites per volume and permittivity $\varepsilon$. The charge density is

$$\rho(x)=eN\,[c-n(x)].$$

The crystal as a whole is neutral, so the surface plane carries the charge per area

$$\sigma=-\int_0^\infty\rho\,dx .$$

The field $E=-\phi'$ vanishes outside the crystal and deep inside it.

Placing $nM$ vacancies on $M$ sites can be done in $M!/[(nM)!\,(M-nM)!]$ ways. Stirling's formula gives the mixing entropy per site as $-k[n\ln n+(1-n)\ln(1-n)]$. The sites taken up by dopants are ignored here, a relative correction of order $c$. The free energy per area is then

$$F=\int_0^\infty N\Big\{gn+kT\big[n\ln n+(1-n)\ln(1-n)\big]\Big\}dx+\int_0^\infty\tfrac12\varepsilon E^2\,dx .$$

Change $n$ by $\delta n(x)$. The charge density changes by $\delta\rho=-eN\,\delta n$, and Gauss's law gives $\varepsilon\,(\delta E)'=\delta\rho$. The field energy changes by

$$\int_0^\infty\varepsilon E\,\delta E\,dx=-\int_0^\infty\phi'\,\varepsilon\,\delta E\,dx
=-\big[\phi\,\varepsilon\,\delta E\big]_0^\infty+\int_0^\infty\phi\,\delta\rho\,dx .$$

The bracket vanishes because $\phi(0)=0$ and because $\delta E=0$ deep inside. Since the derivative of the mixing term is $kT\ln[n/(1-n)]$,

$$\delta F=\int_0^\infty N\,\delta n\left[g+kT\ln\frac{n}{1-n}-e\phi\right]dx .$$

The surface can supply or absorb any number of vacancies, so $\delta n$ is free at every $x$ and the bracket must vanish:

$$\frac{n}{1-n}=e^{-(g-e\phi)/kT},\qquad n\simeq e^{-(g-e\phi)/kT}\quad(n\ll1).$$

The sign is as it should be: a vacancy is negative, so a positive potential lowers its energy and raises its concentration.

### 2. Bulk potential and isoelectric temperature

Far from the surface the charge density is zero, so $n=c$. Inserting this in the dilute law and taking the logarithm gives

$$\ln c=-\frac{g-e\phi_b}{kT}\quad\Longrightarrow\quad e\phi_b=g-kT\ln\frac1c .$$

The dopant fixes the number of bulk vacancies, while the surface fixes their electrochemical potential. In general the two demands agree only if the bulk takes up a potential different from that of the surface. No difference is needed when $\phi_b=0$, that is, at

$$T_{\rm iso}=\frac{g}{k\ln(1/c)} .$$

For the given values, $\ln(1/c)=11.5129$ and

$$k\ln\frac1c=(8.61733\times10^{-5}\ \text{eV/K})(11.5129)=9.9211\times10^{-4}\ \text{eV/K},$$

$$T_{\rm iso}=\frac{0.65\ \text{eV}}{9.9211\times10^{-4}\ \text{eV/K}}\simeq 655\ \text{K}\quad(382\ ^\circ\text{C}).$$

At this temperature $kT=0.05646$ eV, and the surface alone would set up a vacancy fraction $e^{-0.65/0.05646}\simeq10^{-5}$, which is the fraction the dopant requires.

### 3. The uncharged state and its surroundings

**Uniqueness.** At $T_{\rm iso}$ the choice $\phi=0$, $n=c$ at every $x$ satisfies the equilibrium law, and it satisfies Poisson's equation because $\rho=0$. No other equilibrium exists. The mixing term has second derivative $kT/[n(1-n)]>0$, and the field energy is a non-negative quadratic form in a field that depends linearly on $n$. Hence $F$ is strictly convex and has at most one stationary point. With $\rho=0$ everywhere, $\sigma=0$ as well.

The permittivity has dropped out, since there is no field left for it to act on. A direct numerical minimization of $F$ tests this. It used a half-slab 120 nm deep, cut into 240 cells, and did not assume bulk neutrality; the equilibrium law of part 1 enters only as the condition for the minimum. The surface charge passed through zero at 655.17 K, both for relative permittivity 6 and for 12; the formula gives 655.17 K.

**Signs.** Writing $g=kT_{\rm iso}\ln(1/c)$ in the bulk potential gives

$$e\phi_b=k\,(T_{\rm iso}-T)\ln\frac1c ,$$

so $\phi_b$ falls by 0.992 mV per kelvin. At the surface plane $\phi=0$, and therefore

$$\frac{n(0)}{c}=\frac{e^{-g/kT}}{c}=e^{-e\phi_b/kT}.$$

Below $T_{\rm iso}$ the bulk is positive relative to the surface, and the layer is depleted of vacancies. The uncompensated dopants make the layer positive and the surface negative. Above $T_{\rm iso}$ vacancies accumulate in the layer, which becomes negative, and the surface is positive.

**Surface charge.** Let $\psi=e(\phi-\phi_b)/kT$. Dividing the dilute law by its bulk value gives $n=c\,e^{\psi}$. Poisson's equation $\varepsilon\phi''=-eN(c-n)$ becomes

$$\psi''=\frac{e^{\psi}-1}{\lambda_v^2},\qquad \lambda_v^2=\frac{\varepsilon kT}{e^2Nc}.$$

Here $\lambda_v$ is the Debye length of the vacancies alone. Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$\tfrac12\psi'^2=\frac{e^{\psi}-\psi-1}{\lambda_v^2}.$$

Just below the surface Gauss's law gives $\sigma=\varepsilon E(0)=-(\varepsilon kT/e)\,\psi'(0)$. The surface value is $\psi_s=-e\phi_b/kT$. Since $\psi$ decays towards zero, $\psi'(0)$ has the sign opposite to $\psi_s$. Thus

$$\sigma=\operatorname{sgn}(\psi_s)\,\frac{\varepsilon kT}{e\lambda_v}\sqrt{2\,(e^{\psi_s}-\psi_s-1)} .$$

Close to $T_{\rm iso}$, where $|\psi_s|\ll1$, the bracket is $\psi_s^2/2$ and $\sigma\simeq-\varepsilon\phi_b/\lambda_v$. The layer then acts as a plate capacitor of thickness $\lambda_v$, and $\sigma$ changes sign linearly with temperature.

The rock-salt cell holds four cations, so $N=4/(0.56\ \text{nm})^3=2.278\times10^{22}$ cm$^{-3}$. This gives $\lambda_v=9.07$ nm at $T_{\rm iso}$. At fixed permittivity $\lambda_v\propto\sqrt T$, hence 7.92 nm at 500 K and 10.0 nm at 800 K.

At 500 K, $kT=0.04309$ eV and $e\phi_b=0.1539$ eV, so $\psi_s=-3.57$ and $n(0)/c=0.028$. With $\varepsilon=5.31\times10^{-11}$ F/m the prefactor is

$$\frac{(5.31\times10^{-11})(0.04309)}{7.92\times10^{-9}}\ \text{C/m}^2=2.89\times10^{-4}\ \text{C/m}^2=0.0289\ \mu\text{C/cm}^2 .$$

The root is $\sqrt{2(0.028+3.57-1)}=2.28$, and $\sigma=-0.066\ \mu$C/cm$^2$. This holds for unbound dopants. With the binding energy of 0.40 eV, about 43 % of the bulk dopant would be paired at 500 K, and the charge would be about $-0.057\ \mu$C/cm$^2$ if the dopant stays uniformly distributed. If it could also migrate into the layer, the charge would be about $-0.13\ \mu$C/cm$^2$.

At 800 K, $kT=0.06894$ eV and $e\phi_b=-0.1437$ eV, so $\psi_s=2.08$ and $n(0)/c=8.0$. The prefactor is $0.0366\ \mu$C/cm$^2$, the root is 3.15, and $\sigma=+0.115\ \mu$C/cm$^2$.

The numerical minimization gave $-0.0659$ and $+0.1149\ \mu$C/cm$^2$. Its vacancy ratios in the first cell, 0.030 and 7.4, lie slightly nearer to one than the surface values because the centre of that cell is 0.25 nm below the surface.

These charges belong to the mean-field model with a fixed $g$. The mean distance between dopants, $(Nc)^{-1/3}=16.4$ nm, exceeds $\lambda_v$, so the smooth layer is only an average picture. The charges are also sensitive to the formation entropy: if 0.65 eV is an enthalpy and the entropy is $2k$, they become about $-0.036$ and $+0.38\ \mu$C/cm$^2$. For a real crystal they indicate only the order of magnitude.

**The undoped limit.** As $c\to0$ the formula sends $T_{\rm iso}$ to zero, but only logarithmically. With no dopant at all, anion vacancies (charge $+e$, energy $g_a$) must balance the cation vacancies:

$$e^{-(g-e\phi_b)/kT}=e^{-(g_a+e\phi_b)/kT}\quad\Longrightarrow\quad e\phi_b=\tfrac12(g-g_a).$$

For $g=0.65$ eV and $g_a=1.75$ eV this is $-0.55$ eV at any temperature at which the model holds. The undoped surface stays positive, and in this model it is the dopant that creates an isoelectric point.

### 4. What the simple formula leaves out

**The inputs.** At fixed $c$, $dT_{\rm iso}/dg=1/[k\ln(1/c)]=1008$ K/eV, so an error of 0.05 eV in $g$ moves the result by 50 K. At fixed $g$, a dopant fraction of $10^{-6}$ gives 546 K and $10^{-4}$ gives 819 K.

**Formation entropy.** If a vacancy has formation enthalpy $h$ and entropy $s$, then $g$ is replaced by $h-Ts$. The condition $h-Ts=kT\ln(1/c)$ gives

$$T_{\rm iso}=\frac{h}{k\,[\ln(1/c)+s/k]} .$$

For $h=0.65$ eV and $s=2k$ the bracket is 13.513 and $T_{\rm iso}=558$ K, which is 97 K lower. A positive entropy makes vacancies more plentiful, so the surface matches the dopant at a lower temperature. This correction applies if 0.65 eV is an enthalpy. If it is the free energy of formation near 655 K, the entropy is already included.

**Anion vacancies.** At $\phi=0$ neutrality now reads

$$e^{-g/kT}-e^{-g_a/kT}=c .$$

With $g_a=1.75$ eV the anion vacancy fraction at 655 K is $3.5\times10^{-14}$, or $3.5\times10^{-9}$ of the dopant fraction, and can be dropped. It would matter if the two energies were close. For $g_a=0.70$ eV, the low-temperature root of this condition is 688.88 K, and the slab minimization with both kinds of vacancy gives the same value. The shift is upward because more cation vacancies are needed to balance the added positive charge.

**Dopant–vacancy pairs.** A dopant can bind a vacancy on any of its 12 nearest cation sites with energy $B$. Let $x$, $d$ and $p$ be the site fractions of free vacancies, free dopants and neutral pairs. At zero potential the chemical potentials, up to a constant for the dopant that cancels, are

$$\mu_x=g+kT\ln x,\qquad \mu_d=kT\ln d,\qquad \mu_p=g-B+kT\ln\frac{p}{12}.$$

Setting $\mu_p=\mu_x+\mu_d$ gives $p=12\,x\,d\,e^{B/kT}$. Equilibrium with the surface requires $\mu_x=0$, so $x=e^{-g/kT}$, and neutrality requires $d=x$. The total dopant fraction is therefore

$$c=d+p=x+12x^2e^{B/kT}.$$

For $B=0.40$ eV the solution is 648 K, lower by 7 K. At that point 12 % of the dopant is paired and no longer demands free vacancies.

**Correlation of the charges.** The mean field ignores the cloud of opposite charge around each defect. Suppose that the dopants, although uniform on average, can rearrange locally. Both species then screen, with

$$\lambda^2=\frac{\varepsilon kT}{2e^2Nc},$$

so $\lambda=9.07/\sqrt2=6.41$ nm at 655 K. In the Debye–Hückel limit the screened potential of a charge $e$ is $e\,e^{-r/\lambda}/(4\pi\varepsilon r)$. Subtracting the charge's own $e/(4\pi\varepsilon r)$ and letting $r\to0$ leaves the potential of the cloud, $-e/(4\pi\varepsilon\lambda)$.

Now charge all defects together from zero to full charge. At the fraction $t$ the charge is $te$ and the screening length is $\lambda/t$, so the work per defect is

$$-\int_0^1\frac{t^2e^2}{4\pi\varepsilon\lambda}\,dt=-\frac{e^2}{12\pi\varepsilon\lambda}.$$

The free energy per volume is this times the defect density. Because $1/\lambda$ grows as the square root of that density, the product grows as its power $3/2$. Differentiation supplies a factor $3/2$, and the chemical potential of a vacancy changes by

$$\Delta\mu=-\frac{e^2}{8\pi\varepsilon\lambda}=-\frac{1.44\ \text{eV nm}}{2\times6\times6.41\ \text{nm}}=-0.0187\ \text{eV}.$$

This acts as a reduction of $g$. Solving again, with $\lambda$ evaluated at the new temperature, gives 636 K, lower by 19 K. This counts only the correlation energy of the bulk. Close to the surface the screening cloud is incomplete and the dielectric boundary repels the vacancies. If the mean dopant profile stays uniform, a thin layer then remains even when the surface charge is zero. For a bare surface facing vacuum, a rough Debye–Hückel estimate puts the zero of surface charge 6 to 8 K higher, at 642 to 644 K. Mobile charges on the surface would instead attract the vacancies and lower the zero. In the limit of a perfectly conducting surface the attraction diverges at the wall, so the shift depends on the distance assigned to the first cation layer: about 13 K for 0.56 nm, 45 K for 0.28 nm and over 100 K for 0.20 nm. If the dopants are as mobile as the vacancies, the boundary acts on both alike, the layer stays neutral, and the shift vanishes at this level. The sign and size of this surface correction therefore depend on the surface and on the mobility of the dopant. The limiting law requires $e^2/(4\pi\varepsilon\lambda)\ll kT$. Here the ratio is $2(0.0187)/0.05646=0.66$, so the shift is an estimate of size. It also partly counts the same close encounters as the pairs do, and the two shifts should not simply be added.

**Site exclusion.** Keeping $1-n$ in the equilibrium law replaces $1/c$ by $(1-c)/c$ and moves $T_{\rm iso}$ by less than 0.001 K.

### Comparison with a real crystal

The parameters are rough values in the regime of lightly doped sodium chloride. The calculated 655 K is about 0.6 of the melting point, which is roughly 1070 K, so the crystal is solid there. The least secure input is $g$ itself. The product of the two vacancy fractions at any point is $e^{-(g+g_a)/kT}$, from which the potential has cancelled. Bulk defect concentrations therefore fix the sum $g+g_a$ but not its division, and it is the division that determines $T_{\rm iso}$. Apart from errors in $g$ and $c$, formation entropy is the largest of the bulk effects estimated in part 4 with these rough inputs, at about 100 K for $s=2k$. Pairing would come close for a stronger binding: $B=0.6$ eV lowers $T_{\rm iso}$ by about 83 K. Real crystals may also lose dopant to precipitates. If nine tenths of it were lost, the formula with $c=10^{-6}$ would give 546 K. Binding of dopants to the surface and a shortage of surface sites for cations also lie outside the model, and their effect is not estimated here. The value of 655 K thus belongs to the stated model; for a real crystal with these rough parameters it is uncertain by at least some 100 K, and by more if several effects act in the same direction, as formation entropy and loss of dopant do.

## Values computed for the example and the checks

```
cation vacancy formation energy g: 0.65 eV
dopant site fraction c: 0.00001
Boltzmann constant: 8.617333e-05 eV/K
ln(1/c): 11.5129
k ln(1/c): 9.9211e-04 eV/K
isoelectric temperature, formula: 655.17 K
isoelectric temperature: 382.0 deg C
thermal energy kT at T_iso: 0.05646 eV
zero of surface charge, slab: 655.17 K
same, permittivity doubled: 655.17 K
slope of bulk potential: -0.9921 mV/K
sensitivity dT_iso/dg: 1008.0 K/eV
T_iso change for +0.05 eV in g: 50.4 K
T_iso for c = 1e-06: 546.0 K
T_iso for c = 1e-04: 819.0 K
rough lattice parameter: 0.56 nm
rough relative permittivity: 6.0
cation site density: 2.278e+22 cm^-3
vacancy-only Debye length at T_iso: 9.07 nm
500 K: bulk potential, formula: 0.1539 V
500 K: bulk potential, slab: 0.1539 V
500 K: surface charge, slab: -0.0659 uC/cm2
500 K: vacancies in first cell / bulk: 0.030
800 K: bulk potential, formula: -0.1437 V
800 K: bulk potential, slab: -0.1437 V
800 K: surface charge, slab: 0.1149 uC/cm2
800 K: vacancies in first cell / bulk: 7.432
rough formation entropy: 2.0 k
T_iso with formation entropy: 558.2 K
shift from formation entropy: -97.0 K
rough anion vacancy energy: 1.75 eV
anion vacancy fraction at T_iso: 3.5e-14
anion vacancies / dopant at T_iso: 3.5e-09
test anion vacancy energy: 0.70 eV
T_iso with test anion energy, formula: 688.88 K
T_iso with test anion energy, slab: 688.88 K
rough pair binding energy: 0.40 eV
paired share of dopant: 12.0 %
T_iso with pairs: 648.0 K
shift from pairs: -7.2 K
two-species screening length: 6.41 nm
correlation lowering of g at T_iso: 0.0187 eV
T_iso with correlation: 636.0 K
shift from correlation: -19.1 K
shift from site exclusion: 5.7e-04 K
rough melting point: 1070 K
T_iso / melting point: 0.61
```
